# Widening of a Current Filament at Nearly Constant Voltage

## Definitions and conventions

A film of thickness $d$ and width $W$ joins two electrodes a distance $L$ apart. Current flows along $x$ and the coordinate across the film is $y$. The temperature rise above ambient is $\theta$. The film is insulating, with conductivity $s_i$, where $\theta<\theta_c$, and metallic, with $s_m>s_i$, where $\theta>\theta_c$. The filament is a metallic strip of width $w$ and cross-section $A=wd$, centred in the film.

The film conducts heat sideways with conductivity $\kappa$ and loses it downward through an oxide of thickness $t_{ox}$ and conductivity $\kappa_{ox}$. The downward flux is $\kappa_{ox}\theta/t_{ox}$ per area, hence $g\theta$ per film volume, with
$$g=\frac{\kappa_{ox}}{t_{ox}d},\qquad \ell=\sqrt{\kappa/g}. \tag{1}$$
The length $\ell$ is the healing length, over which the temperature recovers from a disturbance.

Away from the electrodes nothing depends on $x$. A static field has no curl, so $\partial F_x/\partial y=\partial F_y/\partial x=0$: the field $F$ along the current is the same inside and outside the strip. The film voltage is $V=FL$; voltage lost at the electrodes is added later. The source fixes the current $I$, and results are for the steady state unless time is mentioned.

## What a fixed current density implies

The current densities in the two phases are $J_{on}=s_mF$ and $J_{off}=s_iF$. Adding both contributions,
$$I=J_{on}A+J_{off}(Wd-A). \tag{2}$$
Collecting the terms in $A$ gives
$$A=\frac{I-J_{off}Wd}{J_{on}-J_{off}},\qquad V=\frac{J_{on}L}{s_m}. \tag{3}$$
If $J_{on}$ is fixed, so are $F$ and $J_{off}$. The area is then linear in the current, and the voltage does not contain the area. With negligible leakage, $A=I/J_{on}$.

This much is bookkeeping. It does not say why added current should widen the strip instead of raising its current density. The reason lies in the heat balance of the wall between the phases.

## The wall selects the field

Conduction, loss and Joule heating balance:
$$\kappa\theta''-g\theta+s(\theta)F^2=0, \tag{4}$$
where a prime means $d/dy$. Far from a wall $\theta''=0$, which leaves two plateaus,
$$\theta_m=\frac{s_mF^2}{g},\qquad \theta_i=\frac{s_iF^2}{g}. \tag{5}$$
Both phases can exist if $\theta_i<\theta_c<\theta_m$, which is a whole range of fields. A stationary wall is more selective.

Multiply (4) by $\theta'$ and integrate across one straight wall. The first term is the derivative of $\kappa\theta'^2/2$ and contributes nothing, because $\theta'$ vanishes on both plateaus. Hence
$$\int_{\theta_i}^{\theta_m}\left[s(\theta)F^2-g\theta\right]d\theta=0. \tag{6}$$
This is an equal-area rule. To evaluate it, use $s_iF^2=g\theta_i$ below $\theta_c$ and $s_mF^2=g\theta_m$ above. The integral becomes
$$g\left[\theta_i(\theta_c-\theta_i)+\theta_m(\theta_m-\theta_c)-\tfrac12(\theta_m^2-\theta_i^2)\right]
=g(\theta_m-\theta_i)\left[\tfrac12(\theta_m+\theta_i)-\theta_c\right]. \tag{7}$$
It vanishes when $\theta_c$ lies midway between the plateaus. Inserting (5) gives the coexistence field
$$F_{co}=\sqrt{\frac{2g\theta_c}{s_m+s_i}}. \tag{8}$$
The strip therefore works at $J_{on}=s_mF_{co}$, whatever its width, as long as its walls do not feel each other or the film edges.

The abrupt transition is not essential. Let $s=s_i+(s_m-s_i)S(\theta-\theta_c)$, where $S$ rises smoothly from 0 to 1 with $S(u)+S(-u)=1$ and is saturated at both plateaus. The difference between $S$ and a sharp step is odd in $u$, so its integral vanishes and (6) gives the same $F_{co}$.

Nor is purely local heat loss essential for a straight wall. Suppose that heat spreads by any linear law that is the same at all positions and symmetric in $y$. The temperature from a half-plane of strong heating plus that from its mirror image is the temperature for heating at the summed rate everywhere, $\theta_m+\theta_i$. At the wall the two contributions are equal, so each is $(\theta_m+\theta_i)/2$.

## A strip of finite width

Put $y=0$ at the strip's centre and define $\Delta=\theta_m-\theta_i$, $a=w/2\ell$ and $b=(W-w)/2\ell$. The film edges are thermally insulated. For $y>0$ the solutions of (4) with zero slope at the centre and at the film edge are
$$\theta=\theta_m-P\cosh\frac{y}{\ell}\quad(y<w/2),\qquad
\theta=\theta_i+Q\cosh\frac{W/2-y}{\ell}\quad(y>w/2). \tag{9}$$
Continuity of temperature and of heat flux at the wall requires
$$P\cosh a+Q\cosh b=\Delta,\qquad P\sinh a=Q\sinh b. \tag{10}$$
Substituting $P=Q\sinh b/\sinh a$ into the first condition gives $Q=\Delta\sinh a/\sinh(a+b)$. The wall temperature must equal $\theta_c$, so
$$\theta_c=\theta_i+p\,\Delta,\qquad
p=\frac{\sinh a\cosh b}{\sinh(a+b)}=\frac12\left[1+\frac{\sinh(a-b)}{\sinh(a+b)}\right]. \tag{11}$$
With (5) this fixes the field for each width:
$$F(w)=\sqrt{\frac{g\theta_c}{s_i+(s_m-s_i)p}}. \tag{12}$$

To see how close this is to $F_{co}$, set $\varepsilon=2p-1$. Multiplying the numerator and denominator of the ratio in (11) by $2e^{-(a+b)}$ gives
$$\varepsilon=\frac{e^{-(W-w)/\ell}-e^{-w/\ell}}{1-e^{-W/\ell}}. \tag{13}$$
The denominator in (12) equals $\tfrac12(s_m+s_i)(1+\rho\varepsilon)$, where $\rho=(s_m-s_i)/(s_m+s_i)$. Thus $F=F_{co}(1+\rho\varepsilon)^{-1/2}$, and for small $\varepsilon$ and $W\gg\ell$
$$\frac{V}{V_{co}}-1\simeq\frac{\rho}{2}\left[e^{-w/\ell}-e^{-(W-w)/\ell}\right],\qquad V_{co}=F_{co}L. \tag{14}$$
A narrow strip loses heat past both walls and needs a slightly higher field. A strip near the film edges has its heat reflected and needs a slightly lower one. Between these ends the voltage is flat up to exponentially small terms.

The area follows by inserting the actual field in (2). If $A_{lin}$ is the area from (3) evaluated at $F_{co}$, then
$$A_{lin}-A=\frac{I}{(s_m-s_i)F_{co}}\left(1-\frac{F_{co}}{F}\right), \tag{15}$$
because the leakage term $s_iWd/(s_m-s_i)$ does not depend on the field. The linear law and the constant voltage thus fail together, when $w$ or $W-w$ is no longer several times $\ell$.

The upper end needs care. As $w\to W$, $p\to1$ and (12) tends to $\sqrt{g\theta_c/s_m}$, about $0.71F_{co}$ for $s_i\ll s_m$. The current there is only about 0.71 of $J_{on}Wd$ taken at $F_{co}$. In a film with $W\gg\ell$, a strip that still leaves a few $\ell$ free carries more than this. The current on the strip branch therefore passes through a maximum before the film is filled. Beyond that maximum no centred strip is a steady solution; the film can instead be metallic throughout, and its voltage $IL/(s_mWd)$ rises linearly with current.

## A round filament

The shape of the wall matters. Let the current run perpendicular to the plane in which a round filament of radius $R\gg\ell$ spreads, with heat loss still represented by $g\theta$. Equation (4) gains the term $\kappa\theta'/r$, the prime now meaning $d/dr$. Multiplying by $\theta'$ and integrating outward from the centre gives, with (7),
$$\kappa\int_0^\infty\frac{\theta'^2}{r}\,dr=g\Delta\left[\tfrac12(\theta_m+\theta_i)-\theta_c\right]. \tag{16}$$
To leading order the wall has its flat profile, $\theta'=-(\Delta/2\ell)e^{-|r-R|/\ell}$, and $1/r\simeq1/R$. The left side is then $\kappa\Delta^2/(4\ell R)$. Since $\kappa=g\ell^2$,
$$\tfrac12(\theta_m+\theta_i)-\theta_c=\frac{\ell\Delta}{4R}. \tag{17}$$
By (5) and (8) the left side is $\theta_c(F^2/F_{co}^2-1)$, and to this order $\Delta=2\rho\theta_c$. Therefore
$$\frac{F}{F_{co}}-1\simeq\frac{\rho\,\ell}{4R}. \tag{18}$$
Since $\pi R^2\simeq I/J_{on}$ when leakage is small, the voltage approaches its limit as $I^{-1/2}$. That is much slower than the exponential approach of a strip with straight walls.

## Why the width settles

Let $C$ be the heat capacity per volume and $\tau=C/g$, with latent heat left out. Measure lengths in $\ell$ and times in $\tau$. A wall moving at speed $c$ toward the cold side has a profile in $\xi=y-ct$ that obeys
$$\theta''+c\theta'-\theta+\theta_{m,i}=0, \tag{19}$$
with $\theta_m$ for $\xi<0$, $\theta_i$ for $\xi>0$, and primes now meaning $d/d\xi$. The exponents are $\lambda_\pm=\tfrac12(-c\pm\sqrt{c^2+4})$. The bounded solutions are $\theta_m-\alpha e^{\lambda_+\xi}$ on the hot side and $\theta_i+\beta e^{\lambda_-\xi}$ on the cold side. Matching value and slope gives $\alpha+\beta=\Delta$ and $-\alpha\lambda_+=\beta\lambda_-$, so $\beta=\Delta\lambda_+/(\lambda_+-\lambda_-)$ and
$$\frac{\theta_c-\theta_i}{\Delta}=\frac12\left[1-\frac{c}{\sqrt{c^2+4}}\right]. \tag{20}$$
Define $u=1-2(\theta_c-\theta_i)/\Delta$. Then $u=c/\sqrt{c^2+4}$, and (5) and (8) give
$$c=\frac{2u}{\sqrt{1-u^2}},\qquad u=\frac1\rho\left(1-\frac{F_{co}^2}{F^2}\right). \tag{21}$$
The strip grows if $F>F_{co}$ and shrinks if $F<F_{co}$.

At fixed current, a strip that is slightly too wide has too much conductance. By (2) its field falls below the value (12) that its width requires, and the walls retreat. A strip that is slightly too narrow has a higher field and grows. This restoring action holds where the current given by (2) and (12) rises with $w$. It fails beyond the maximum found after (15), where a widened strip keeps growing until the film is filled, and for strips much narrower than $\ell$, where that current passes through a minimum. At fixed voltage this feedback is absent: (14) shows that a widened strip needs less field than before, so the unchanged field drives it wider still. A current source, or a sufficiently large series resistor, is thus part of the result. Any capacitance across the device must also stay below a critical value, because a large one holds the voltage nearly fixed while the strip changes; this value is lowest where $F(w)$ is steepest. The argument treats each wall as moving steadily while the field changes, so it gives the direction of the response, not an accurate settling time.

The current holds the width but not the position. If the strip shifts toward one film edge, the heat reflected there warms the nearer wall, which advances, while the farther wall retreats. A centred strip in a uniform film is therefore unstable sideways, although the drift is exponentially slow while both gaps are many $\ell$ wide. It ends with the strip against an edge. Reflection in that edge turns it into a centred strip of width $2w$ in a film of width $2W$, so (11) and (12) apply with both widths doubled, and the plateau field is still $F_{co}$. In a real film, nonuniformities can pin the strip before it reaches the edge.

## Voltage at cold electrodes

An electrode held at ambient temperature keeps the adjoining film below $\theta_c$. The current must cross an insulating plug of length $\delta$. Assume that it does not spread sideways there. Heat loss to the oxide is small in the plug: its ratio to Joule heating is at most $g\theta_cs_i/J_{on}^2\simeq s_i/2s_m$. Hence $\theta''=-J_{on}^2/(\kappa s_i)\equiv-B$, with primes meaning $d/dx$.

On the metallic side the temperature rises to $\theta_m$ over a length $\ell$, so the slope at the plug's end is $\eta=(\theta_m-\theta_c)/\ell$. Integrating back to the electrode, where $\theta=0$, gives
$$\tfrac12B\delta^2+\eta\delta-\theta_c=0,\qquad
\delta=\frac{\sqrt{\eta^2+2B\theta_c}-\eta}{B}. \tag{22}$$
The drop is $V_e=J_{on}\delta/s_i$. When $\eta^2\ll2B\theta_c$,
$$V_e\simeq\sqrt{\frac{2\kappa\theta_c}{s_i}}. \tag{23}$$
Neither form contains the strip width. Cold electrodes therefore add a nearly constant offset, and the terminal voltage is about $FL+2V_e$.

## A planar vanadium dioxide switch

Take $d=200$ nm, $L=20$ µm, $W=10$ µm and $t_{ox}=500$ nm on silicon. The ambient is 300 K and the transition is at 340 K, so $\theta_c=40$ K. Rough material values are $s_m=10^5$ S/m, $s_i=10^3$ S/m, $\kappa=5$ W/(m K) and $\kappa_{ox}=1.3$ W/(m K). Then
$$g=\frac{1.3}{(5\times10^{-7})(2\times10^{-7})}=1.3\times10^{13}\ \mathrm{W/(m^3K)},\qquad \ell=620\ \mathrm{nm},$$
$$F_{co}=\sqrt{\frac{2(1.3\times10^{13})(40)}{1.01\times10^5}}=1.015\times10^5\ \mathrm{V/m}.$$
This is 1.015 kV/cm, or 0.001015 MV/cm. It gives $V_{co}=2.03$ V and $J_{on}=1.015$ MA/cm². Each added milliampere should add 0.0995 µm² of area, or 0.498 µm of width. Equations (11), (12) and (2) give:

| $I$ (mA) | $w$ (µm) | $A$ (µm²) | $A_{lin}$ (µm²) | $V$ (V) |
|---|---|---|---|---|
| 4 | 1.839 | 0.368 | 0.378 | 2.083 |
| 8 | 3.877 | 0.775 | 0.776 | 2.031 |
| 12 | 5.875 | 1.175 | 1.174 | 2.028 |

From 8 to 12 mA the area grows by 0.100 µm² per mA and the film voltage changes by about 0.15%. At 4 mA the strip is three healing lengths wide. Equation (14) with $\rho\simeq1$ predicts an excess voltage of $\tfrac12e^{-1.839/0.620}=2.6\%$ over $V_{co}$, which agrees with the table. At 12 mA the strip is closer to filling the film than to vanishing, so the second exponential in (14) dominates and the voltage lies just below $V_{co}$.

The time-dependent heat equation was also solved at each current, starting from 0.7 and 1.25 times the predicted width. All six runs settled within 0.5% of the predicted width and field. They imposed mirror symmetry about the strip's centre, which excludes the sideways drift described above, so the table holds for a strip that is still centred. A small offset grows at a rate of roughly $4e^{-(W-w)/\ell}/\tau$. With an assumed $C=3\times10^6$ J/(m³ K), so that $\tau=0.23$ µs, and latent heat left out, the offset grows by a factor $e$ in about 26 ms, 1.1 ms and 0.045 ms at 4, 8 and 12 mA. Unless the strip is pinned, it soon sits against an edge, where the film voltage at 4 mA is 2.032 V instead of 2.083 V. For the same $C$, the centred strip keeps its width only if the parallel capacitance is below about 2 nF at 4 mA and 0.08 µF at 8 mA. At fixed fields of $1.05F_{co}$ and $0.95F_{co}$ the wall moved at $0.189$ and $-0.220\,\ell/\tau$, against $0.191$ and $-0.222\,\ell/\tau$ from (21).

The film would be full at 20.3 mA if $F_{co}$ held up to the edges. By the argument after (15), the strip branch ends at a lower current: (2), (11) and (12) put the maximum at 16.75 mA for a centred strip and at 18.0 mA for a strip against an edge. The fully metallic film is a steady state as well from 14.4 mA upward.

## The model beside a real device

Vanadium dioxide does switch near 340 K, and its conductivity typically changes by several orders of magnitude between room temperature and the metallic phase. The factor of 100 used here is low by that measure; it represents the insulating phase just below the transition, where its conductivity is highest. Letting $s_i$ fall on cooling with an activation energy of 0.25 eV changes $F_{co}$ by 0.2%.

The assumption that costs most is the neglect of electrode drops. For ideally cold electrodes, integrating the heat balance through the plug gives 0.60 V at each end, with a plug about 60 nm long. The two drops together are more than half the film voltage. They nevertheless hardly vary: in this one-dimensional estimate the terminal voltage is about 3.3 V at 4 mA and 0.05 V lower at 12 mA. Sideways flow of heat and current near the electrodes, left out here, can alter so small a difference. An insulating conductivity that falls on cooling makes the plug more resistive and raises the drop, as (23) indicates. A warmer electrode reduces the temperature step across the plug and hence the drop. The plug field is about 0.1 MV/cm for constant $s_i$, and higher near the electrode if $s_i$ falls on cooling. If so strong a field enhances conduction there, (23) indicates a smaller drop.

The silicon was also taken to stay at ambient temperature. With $\kappa_{si}=150$ W/(m K), its estimated rise below the strip edge at mid-gap is 2.9 K at 4 mA and 5.8 K at 12 mA. This background heating scales as $F^2$, so it multiplies the required field by $(1+\delta T/\theta_c)^{-1/2}$, where $\delta T$ is the rise computed at the uncorrected field. For strips of the tabulated widths, the film voltage falls by about 3% and 7% relative to the values in the table. Substrate heating thus tilts the plateau more than the wall interaction does at the larger current.

The oxide is nearly as thick as $\ell$, so heat also spreads sideways within it. That raises the film voltage by 0.9% at 4 mA. The film temperature was also taken to be uniform through the thickness; since $(d/\ell)^2=0.10$, the vertical drop within the film lowers the required field by about 2%. Finally, the transition is hysteretic. Moving $\theta_c$ by an assumed 3 K up or down changes the film voltage by about 4% in the same direction, so growing and shrinking strips can have slightly different plateaus. For these parameters "approximately constant" means constant to several percent, while the current and the area triple.

The thermal formula (8) should not be carried over to switches whose conducting state has an electronic origin, as has been proposed for amorphous chalcogenides. Equation (3) still applies there if some other mechanism fixes the internal current density and the field that accompanies it. The numerical output below lists the values used here.

## Table of computed values

```
ambient, transition temperature: 300, 340 K
temperature rise at transition: 40 K
conductivity metallic, insulating: 1000, 10 S/cm
heat conductivity film, oxide, silicon: 5.0, 1.3, 150.0 W/(m K)
film thickness, oxide thickness: 200, 500 nm
electrode gap, film width: 20, 10 um
heat loss coefficient g: 1.300e+13 W/(m^3 K)
healing length: 620 nm
coexistence field: 1.0147 kV/cm = 0.001015 MV/cm
film voltage at coexistence: 2.029 V
current density on, off: 1.0147, 0.01015 MA/cm2
plateau rise metallic, insulating: 79.21, 0.79 K
area gained per current: 0.09954 um2/mA
width gained per current: 0.4977 um/mA
leakage term J_off W d: 0.203 mA
current that fills the film at F_co: 20.29 mA
I = 4 mA: width formula 1.839, simulated 1.839 um
  area formula 0.3678, linear law 0.3780 um2
  film voltage formula 2.0828, simulated 2.0828 V
  current density in strip 1.0414 MA/cm2
I = 8 mA: width formula 3.877, simulated 3.877 um
  area formula 0.7754, linear law 0.7761 um2
  film voltage formula 2.0314, simulated 2.0314 V
  current density in strip 1.0157 MA/cm2
I = 12 mA: width formula 5.875, simulated 5.875 um
  area formula 1.1750, linear law 1.1743 um2
  film voltage formula 2.0283, simulated 2.0283 V
  current density in strip 1.0141 MA/cm2
voltage excess at 4 mA: simulated 2.63, leading law 2.58 %
wall speed at 1.05 F_co: simulated 0.1887, formula 0.1906 ell/tau
wall speed at 0.95 F_co: simulated -0.2196, formula -0.2218 ell/tau
smooth transition, change of F_co: 0.0000 %
activated insulator (0.25 eV), change of F_co: 0.19 %
oxide sideways heat flow, voltage change at 4 mA: 0.89 %
I = 4 mA: cold-electrode drop 0.6008 V each, plug 57.6 nm
  film plus two end drops: 3.284 V
  silicon rise at strip edge 2.87 K, film voltage change -3.4 %
I = 12 mA: cold-electrode drop 0.6033 V each, plug 59.4 nm
  film plus two end drops: 3.235 V
  silicon rise at strip edge 5.77 K, film voltage change -6.5 %
field in the plug: 0.101 MV/cm
hysteresis of +-3 K, voltage change: +3.7, -3.8 %
```
